# From Barrier Slope per Pauling Unit to the Pinning Factor

## Problem

Several metals are deposited on the same high-k oxide. The electron barrier \(\phi_n\), measured from the metal Fermi level up to the oxide conduction band, rises with the Pauling electronegativity \(X\) of the metal at the slope

\[
S_X=\frac{d\phi_n}{dX}=1.2\ \text{eV per Pauling unit}.
\]

The work functions of the metals are taken to follow the line

\[
\Phi_M=AX+B,\qquad A=2.27\ \text{eV per Pauling unit},\quad B=0.34\ \text{eV}.
\]

The oxide and its interface are the same for every metal, and the barriers refer to zero field in the oxide.

(a) What is the pinning factor \(S\), and how many of its digits are meaningful?

(b) Two gate metals have \(X=1.6\) and \(X=2.2\). Does exchanging one for the other shift the barrier by as much as the silicon gap, roughly 1.12 eV?

(c) What density of interface states would explain the slope, if the states lie \(\delta=0.3\) nm from the metal behind a layer of relative permittivity \(\varepsilon_i=3\)?

## A tempting solution

The pinning factor is the slope of the barrier against the metal. That slope is given as 1.2, so \(S=1.2\). Since \(S=1\) means no pinning, the interface is unpinned. The two metals differ in work function by

\[
\Delta\Phi_M=2.27\times(2.2-1.6)=1.362\ \text{eV},
\]

and with \(S\) above one the barrier shifts by more than this. The silicon gap is therefore covered with room to spare.

## Where it fails

The pinning factor is the slope against the work function,

\[
S=\frac{d\phi_n}{d\Phi_M},
\]

an energy divided by an energy, which has no unit. The given 1.2 is an energy per Pauling unit. Dropping the unit replaced one horizontal axis by another. The limit \(S=1\) belongs to the work-function axis. On the electronegativity axis, an unpinned barrier has the slope \(A=2.27\) eV per unit, and 1.2 must be compared with that.

## Solution

### (a) The pinning factor

The barrier depends on \(X\) through the work function, so the chain rule gives

\[
S_X=\frac{d\phi_n}{dX}=\frac{d\phi_n}{d\Phi_M}\,\frac{d\Phi_M}{dX}=S\,A .
\]

The constant \(B\) disappears on differentiation. Dividing by \(A\),

\[
S=\frac{S_X}{A}=\frac{1.2}{2.27}=0.5286\approx0.53 .
\]

The Pauling units cancel. A change of 1 eV in the work function moves the barrier by about 0.53 eV; the rest is taken up by a dipole at the interface. The hole barrier is the oxide gap minus \(\phi_n\), so its slope against \(\Phi_M\) is \(-S\).

If 1.2 stands for anything from 1.15 to 1.25, and 2.27 for anything from 2.265 to 2.275, then

\[
\frac{1.15}{2.275}=0.505\;\le\;S\;\le\;\frac{1.25}{2.265}=0.552 .
\]

Rounding alone leaves the second digit uncertain by about two. More digits are kept below only to make the arithmetic traceable.

### (b) The two gate metals

With the oxide unchanged, the barrier shift is

\[
\Delta\phi_n=S\,\Delta\Phi_M=0.5286\times1.362=0.720\ \text{eV}.
\]

The same value follows directly from \(S_X\Delta X=1.2\times0.6\). It is less than 1.12 eV, so the answer is no. Covering the silicon gap at this \(S\) would take a work-function difference of

\[
\frac{1.12}{0.5286}=2.12\ \text{eV},
\]

or \(1.12/1.2=0.93\) Pauling units. This concerns the size of the shift only; a gate metal must also place its level at the right position relative to the silicon bands.

### (c) The interface states behind the slope

Let the oxide have electron affinity \(\chi\), and let its interface states have a constant density \(D\) per unit area and energy. They are neutral when filled up to the charge neutrality level \(E_{\rm CNL}\), which lies \(\Phi_{\rm CNL}\) below the vacuum level of the oxide. Below the conduction band its depth is \(\Phi_{\rm CNL}-\chi\), while the Fermi level has depth \(\phi_n\). Hence

\[
E_F-E_{\rm CNL}=(\Phi_{\rm CNL}-\chi)-\phi_n .
\]

The number of excess electrons per area is \(n=D(E_F-E_{\rm CNL})\). Thermal smearing does not change this as long as the band edges are many \(k_BT\) away from the Fermi level: the electrons lifted above \(E_F\) equal in number the empty places left below it when \(D\) is constant.

If \(n>0\), the oxide side is negative and the metal carries the opposite charge. An electron crossing from metal to oxide approaches negative charge, so its energy rises by \(e^2n\delta/(\varepsilon_i\varepsilon_0)\). This adds to the barrier \(\Phi_M-\chi\) that would exist without a dipole:

\[
\phi_n=\Phi_M-\chi+\kappa\,(\Phi_{\rm CNL}-\chi-\phi_n),
\qquad
\kappa=\frac{e^2D\delta}{\varepsilon_i\varepsilon_0}.
\]

Collect the terms in \(\phi_n\) on the left, and write \(\Phi_M-\chi=(\Phi_M-\Phi_{\rm CNL})+(\Phi_{\rm CNL}-\chi)\) on the right:

\[
(1+\kappa)\phi_n=(\Phi_M-\Phi_{\rm CNL})+(1+\kappa)(\Phi_{\rm CNL}-\chi).
\]

Division by \(1+\kappa\) gives

\[
\phi_n=S(\Phi_M-\Phi_{\rm CNL})+\Phi_{\rm CNL}-\chi,
\qquad S=\frac{1}{1+\kappa}.
\]

Without states, \(\kappa=0\) and \(S=1\). For a very large density \(S\) tends to zero, and the Fermi level stays at the neutrality level whatever the metal. A density cannot be negative, so this model restricts \(S\) to values between zero and one. The tempting answer \(S=1.2\) would need \(\kappa<0\). Likewise, a measured \(S_X\) above \(A\) would show that one of the assumptions had failed.

Inverting the relation for \(S\),

\[
\kappa=\frac1S-1=\frac{A}{S_X}-1=\frac{2.27}{1.2}-1=0.892 .
\]

For the stated layer \(e^2\delta/(\varepsilon_i\varepsilon_0)=1.8095\) eV nm², so

\[
D=\frac{0.8917}{1.8095}=0.493\ \text{eV}^{-1}\text{nm}^{-2}
\approx4.9\times10^{13}\ \text{eV}^{-1}\text{cm}^{-2}.
\]

The rounding range of \(S\) found in (a) translates into \(D\) between 4.5 and \(5.4\times10^{13}\ \text{eV}^{-1}\text{cm}^{-2}\), about 10% either way. The slope fixes only the combination \(D\delta/\varepsilon_i\). The inferred \(D\) is therefore proportional to the assumed \(\varepsilon_i\) and inversely proportional to the assumed \(\delta\), while \(S=S_X/A\) depends on neither.

## Barriers for an oxide like HfO₂

Take \(\chi=2.5\) eV and \(\Phi_{\rm CNL}=4.7\) eV, so the neutrality level lies 2.2 eV below the conduction band. The work functions are

\[
2.27\times1.6+0.34=3.972\ \text{eV},\qquad
2.27\times2.2+0.34=5.334\ \text{eV},
\]

and the barriers are

\[
\begin{aligned}
\phi_n(1.6)&=0.5286\,(3.972-4.7)+2.2=1.815\ \text{eV},\\
\phi_n(2.2)&=0.5286\,(5.334-4.7)+2.2=2.535\ \text{eV}.
\end{aligned}
\]

The effective work functions \(\chi+\phi_n\) are 4.315 eV and 5.035 eV. Both have been pulled from the vacuum values towards 4.7 eV. A numerical solution of the charge balance, with Fermi filling of the states at 300 K and seven metals between \(X=1.6\) and \(X=2.2\), returns \(S_X=1.2000\) eV per unit and \(S=0.5286\). At 1300 K it again gives 0.5286, as expected for constant \(D\).

## When the work functions scatter

Real work functions do not lie exactly on a line in \(X\), and the slopes then come from least-squares fits. The fitted slope of \(y\) against \(x\) is \(\operatorname{cov}(x,y)/\operatorname{var}(x)\). Let \(a\) be the fitted slope of \(\Phi_M\) on \(X\) for the metals actually used.

Suppose first that the barrier is linear in the true work function, \(\phi_n=S\Phi_M+\text{const}\). Then

\[
S_X=\frac{\operatorname{cov}(X,\phi_n)}{\operatorname{var}(X)}
=S\,\frac{\operatorname{cov}(X,\Phi_M)}{\operatorname{var}(X)}=S\,a .
\]

The conversion survives the scatter, provided that the divisor is \(a\). As an example, take \(X=1.5,\,1.6,\,1.8,\,1.9,\,2.2,\,2.3\), with work functions alternately 0.2 eV above and below the line, starting above. This set has \(a=2.152\) and \(S_X=1.138\) eV per unit. Dividing by its own \(a\) recovers 0.529; dividing by the general 2.27 gives 0.501.

Suppose instead that the barrier is linear in \(X\), with slope \(S_X\), and is fitted directly against \(\Phi_M\). With \(r^2=\operatorname{cov}^2(X,\Phi_M)/[\operatorname{var}(X)\operatorname{var}(\Phi_M)]\), the fitted slope is

\[
S_X\frac{\operatorname{cov}(X,\Phi_M)}{\operatorname{var}(\Phi_M)}
=\frac{S_X\,r^2}{a}=\frac{1.2\times0.910}{2.152}=0.507 .
\]

This is 9% below \(S_X/a\). A converted slope and a directly fitted one can therefore differ without any difference in the interface.

## What the simple model leaves out

**Fixed charge.** A sheet of \(N=10^{13}\) extra electrons per cm², or 0.1 per nm², at the distance \(\delta\) adds \(1.8095\times0.1\) eV to the right-hand side of the barrier equation. Division by \(1+\kappa\) reduces this to \(0.5286\times0.181=0.096\) eV. If every metal has the same charge, the barriers shift together and \(S\) is unchanged.

**Oxide field.** Let a field \(F=1\) MV/cm \(=0.1\) V/nm pull electrons out of the metal, and let the oxide have static permittivity 20. If the charge in the states did not change, continuity of the displacement would make the added field in the interface layer \(20/3\) times larger, a drop of \(0.1\times(20/3)\times0.3=0.2\) eV across the layer. The states take up charge and reduce this by the factor \(S\): the added layer field is about \(3.5F\) and the barrier changes by \(-0.106\) eV.

The image force also lowers the barrier for emission. For a rough estimate, ignore the thin interface layer and treat the oxide as uniform up to the metal. With optical permittivity \(\varepsilon_\infty=4\), the energy at distance \(z\) from the metal, relative to the barrier without image force or field, is

\[
V(z)=-\frac{e^2}{16\pi\varepsilon_\infty\varepsilon_0z}-eFz .
\]

Setting \(V'(z)=0\) gives \(z_m^2=e/(16\pi\varepsilon_\infty\varepsilon_0F)\), so \(z_m=0.95\) nm. The two terms are equal there, and the lowering is \(2eFz_m=0.190\) eV. This includes a drop \(eF\delta=0.03\) eV over the first 0.3 nm, the region already treated above, so the two field effects should not simply be added. Both field effects leave \(S\) unchanged when the field is held fixed across the metals. At equal gate voltage the field can differ from metal to metal, and the measured slope then contains a part due to the field.

**Non-constant density.** If the density rises as \(D\,[1+(E-E_{\rm CNL})^2/(1\ \text{eV})^2]\), the fitted factor falls from 0.529 to 0.520, because metals far from the neutrality level meet more states. This is smaller than the rounding uncertainty, but only because the neutrality level lies between the two work functions. With the same \(D(E)\) and \(\Phi_{\rm CNL}=3.7\) or 5.7 eV, the fitted factor is about 0.47.

**Comparison with real stacks.** The affinity and permittivities used here are rough values in the regime of HfO₂. The neutrality level is less certain, but it does not enter \(S\) when the density of states is constant. The line \(\Phi_M=AX+B\) is crude for real gate metals: tabulated work functions against current Pauling values lie some 0.4 to 0.5 eV from it, and their own slope \(a\) depends strongly on the set, roughly 1.7 for Hf, Ta, Ti, Al, Ni, Pd and Pt and near 1.1 for broader sets that include Mo, W and Au. For a barrier that follows the true work function, \(S_X/a\) would then be far from 0.53. Also open to doubt is an identical interface for all metals: a reactive metal can take oxygen from the oxide and leave a different interface charge. If the charge at the two gate metals differed by \(10^{13}\) electrons per cm², their barrier difference of 0.720 eV would change by 0.096 eV. The apparent pinning factor would move by \(0.096/1.362\approx0.07\), up or down according to which metal carried the extra charge. That exceeds the rounding uncertainty, so reading a value near 0.53 from two metals as \(1/(1+\kappa)\) assumes that their interfaces carry the same fixed charge. In a fit over many metals, differences in fixed charge alone leave the slope unchanged if they are uncorrelated with the quantity on the horizontal axis: \(\Phi_M\) for a direct fit, \(X\) for a slope that is converted afterwards. The covariance must vanish in the set actually used: for seven metals between \(X=1.6\) and 2.2 with independent random charges of spread \(10^{13}\) per cm², the fitted \(S\) still scatters by about 0.08. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Barrier slope S_X: 1.20 eV per Pauling unit
Work-function conversion A: 2.27 eV per Pauling unit
Pinning factor S = S_X/A: 0.5286 (no unit)
S from solved charge balance: 0.5286 (no unit)
S_X from solved charge balance: 1.2000 eV per unit
S range from input rounding: 0.505 to 0.552 (no unit)
Line intercept B: 0.34 eV
Oxide affinity: 2.50 eV; oxide gap: 5.80 eV
Neutrality level below vacuum: 4.70 eV
Neutrality level below conduction band: 2.20 eV
Dipole length: 0.30 nm; layer permittivity: 3.0
Dipole energy per state density: 1.8095 eV nm^2
kappa = A/S_X - 1: 0.8917 (no unit)
Implied state density D: 0.4928 per eV per nm^2
Implied state density D: 4.93e+13 per eV per cm^2
Low-X metal: X = 1.6, work function 3.972 eV
Low-X metal: barrier 1.815 eV
Low-X metal: effective work function 4.315 eV
High-X metal: X = 2.2, work function 5.334 eV
High-X metal: barrier 2.535 eV
High-X metal: effective work function 5.035 eV
Vacuum work-function span: 1.362 eV
Barrier (effective work-function) span: 0.720 eV
Silicon gap, rough: 1.12 eV
Vacuum span needed to cover it: 2.12 eV
Electronegativity span needed: 0.93 Pauling units
Work-function scatter: 0.20 eV
Barrier error from that scatter: 0.106 eV
Scattered set, own conversion a: 2.152 eV per unit
Scattered set, barrier slope on X: 1.138 eV per unit
Scattered set, S using own a: 0.5286
Scattered set, S using general A: 0.5011
Scattered set, r squared of X and Phi_M: 0.9100
Direct fit on Phi_M if barrier follows X: 0.5074
Fixed charge: 1.0e+13 electrons per cm^2
Barrier shift from fixed charge: +0.096 eV
Oxide field: 1.0 MV/cm; static permittivity: 20
Barrier shift from interface-layer drop: -0.106 eV
Optical permittivity: 4.0
Image-force lowering: 0.190 eV at 0.95 nm
Rise width of non-constant D: 1.0 eV
Fitted S with non-constant D: 0.5200 (no unit)
S at 300 K: 0.5286; at 1300 K: 0.5286
```
